# Small gaps in damped SCF and projected gradient descent

## Result

Let $E(P)$ be minimized over real symmetric projectors $P$ of rank $N$ in a finite basis, and let $P_*$ be a minimizer. Close to $P_*$, one step with parameter $\beta$ multiplies the error by

$$J_{\rm grad}=1-\beta(\Omega+K),\qquad J_{\rm SCF}=1-\beta(1+\Omega^{-1}K),$$

for projected gradient descent and damped self-consistent (SCF) iteration respectively. The eigenvalues of $\Omega$ are the differences between virtual and occupied levels, the smallest being the gap $g$; $K$ is the curvature of $E$ restricted to tangent directions.

Let $u$ be the normalized HOMO–LUMO direction, $\Omega u=gu$, and $k=\langle u,Ku\rangle$. If this one transition closes while the others stay open, the response depends on $K$:

- If $K\ge0$ and $k>0$ stays fixed, the condition number of SCF grows as $1/g$ and that of gradient descent stays bounded.
- If $K\ge0$ and $Ku=0$, the roles are exchanged.
- If $k<0$, a stable minimum requires $g>|k|$, and both methods degrade as the minimum loses stability.

The two methods thus respond oppositely to a small gap in the first two cases. In the third, they degrade together as the stability limit is approached; a small gap with $|k|\ll g$ need not be close to that limit.

## Conventions and second variation

The inner product is $\langle A,B\rangle=\mathrm{tr}(AB)$. $E$ is smooth on symmetric matrices near $P_*$, $H(P)=\nabla E(P)$, $H=H(P_*)$ and $Q=1-P_*$. Energies are in hartree and $P$ is dimensionless, so $\beta$ has unit hartree$^{-1}$ in gradient descent and none in SCF.

Differentiating $P^2=P$ gives $XP_*+P_*X=X$ for a tangent matrix $X$. Multiplying by $P_*$ on both sides gives $2P_*XP_*=P_*XP_*$, hence $P_*XP_*=0$; multiplying by $Q$ on both sides gives $QXQ=0$. So $X$ consists of the block $x=QXP_*$ and its transpose. The projection onto such matrices is $\Pi Z=P_*ZQ+QZP_*$.

Stationarity, $\langle H,X\rangle=0$ for every tangent $X$, gives $QHP_*=0$. Hence $H$ has only the diagonal blocks $H_P$ and $H_Q$. We assume that $P_*$ fills the $N$ lowest levels and that $g>0$. Define

$$\Omega X=-[P_*,[H,X]],\qquad K=\Pi\,\nabla^2E(P_*)\,\Pi .$$

With $Y=[H,X]$, $Y_{QP}=H_Qx-xH_P$. Since $[P_*,Y]_{QP}=-Y_{QP}$, the outer minus sign gives

$$(\Omega X)_{QP}=H_Qx-xH_P,\qquad (\Omega x)_{ai}=(\varepsilon_a-\varepsilon_i)x_{ai},$$

where $i$ is occupied and $a$ virtual.

A nearby projector is $P=P_*+X+Y$, where $X$ now denotes its full off-diagonal part and $Y$ its small diagonal-block correction. The diagonal blocks of $P^2=P$ read

$$(1+Y_P)^2+x^Tx=1+Y_P,\qquad xx^T+Y_Q^2=Y_Q,$$

so $Y_P=-x^Tx+O(x^4)$ and $Y_Q=xx^T+O(x^4)$. The linear term of the energy therefore contributes at second order:

$$\langle H,Y\rangle=\mathrm{tr}\,x^T(H_Qx-xH_P)+O(x^4)=\tfrac12\langle X,\Omega X\rangle+O(x^4).$$

The factor $\tfrac12$ arises because $\langle X,\Omega X\rangle$ counts both off-diagonal blocks. Adding the explicit curvature of $E$,

$$E(P)=E(P_*)+\tfrac12\langle X,(\Omega+K)X\rangle+O(\|X\|^3).$$

We assume $\Omega+K>0$, which makes $P_*$ a nondegenerate local minimizer.

## The two Jacobians

Let $R(M)$ be the projector onto the $N$ highest eigenvectors of $M$. It is the projector nearest to $M$, because $\|M-P\|^2=\|M\|^2+N-2\,\mathrm{tr}(MP)$. At $P_*$ the eigenvalues are 1 and 0, so first-order perturbation theory divides the $QP$ block of a perturbation $Z$ by $1-0$: $dR\,Z=\Pi Z$.

**Gradient descent.** The step is $P\mapsto R(P-\beta G(P))$, with projected gradient

$$G=PH(1-P)+(1-P)HP=PH+HP-2PHP,$$

where $H=H(P)$. Varying the explicit projectors at fixed $H$ gives

$$XH+HX-2XHP_*-2P_*HX .$$

Its $QP$ block is $xH_P+H_Qx-2xH_P=H_Qx-xH_P$, and its diagonal blocks vanish because $X$ is off-diagonal and $H$ is block diagonal. This part is $\Omega X$. Varying $H$ at fixed projector gives $\Pi\nabla^2E\,X=KX$. Therefore $dG=\Omega+K$ and $J_{\rm grad}=1-\beta(\Omega+K)$.

**Damped SCF.** Let $\Phi(P)$ be the projector onto the $N$ lowest levels of $H(P)$. The step is $P\mapsto R((1-\beta)P+\beta\Phi(P))$. If $H$ changes by $dH$, the filled projector changes by a tangent matrix $D$ with block $d=QDP_*$. It must still commute with the Hamiltonian:

$$[H,D]+[dH,P_*]=0\quad\Rightarrow\quad H_Qd-dH_P+Q\,dH\,P_*=0 .$$

Thus $D=-\Omega^{-1}\Pi\,dH$. Inserting $dH=\nabla^2E\,X$ gives $d\Phi\,X=-\Omega^{-1}KX$, and

$$J_{\rm SCF}=(1-\beta)-\beta\Omega^{-1}K=1-\beta(1+\Omega^{-1}K).$$

If the mixed matrix is not returned to the projectors, its error also has diagonal blocks. These are multiplied by $1-\beta$, since $\Phi$ changes by a tangent matrix at first order. They can feed the tangent error, but not the reverse, so the Jacobian is block triangular and the only addition to its spectrum is $1-\beta$.

## Step size and common structure

Since $1+\Omega^{-1}K=\Omega^{-1}(\Omega+K)$, SCF is to first order gradient descent preconditioned by $\Omega^{-1}$. This operator is similar to

$$\Omega^{-1/2}(\Omega+K)\Omega^{-1/2},$$

which is symmetric and positive. Its eigenvalues are therefore real and positive, although $\Omega^{-1}K$ need not be symmetric.

For either method, let $\lambda_{\min}$ and $\lambda_{\max}$ be the extreme eigenvalues of the operator multiplying $\beta$, and $\kappa=\lambda_{\max}/\lambda_{\min}$. Local convergence holds for $0<\beta<2/\lambda_{\max}$. The best fixed step makes the error factors at the two ends equal in size, $1-\beta\lambda_{\min}=\beta\lambda_{\max}-1$, so

$$\beta=\frac{2}{\lambda_{\min}+\lambda_{\max}},\qquad r=\frac{\kappa-1}{\kappa+1}.$$

For large $\kappa$, $\ln(1/r)\approx2/\kappa$, and the number of steps for a given error reduction is proportional to $\kappa$.

## Bounds at a small gap

Write $m=\lambda_{\min}(\Omega+K)$ and $W=\lambda_{\max}(\Omega)$. The SCF eigenvalues are governed by the quotient

$$\frac{\langle X,(\Omega+K)X\rangle}{\langle X,\Omega X\rangle}=1+\frac{\langle X,KX\rangle}{\langle X,\Omega X\rangle}.$$

Choosing $X=u$, and using $\Omega\ge g$ for the upper bound, gives

$$1+\frac kg\le\lambda_{\max}^{\rm SCF}\le1+\frac{\|K\|}{g}.$$

**Repulsive transition.** Let $K\ge0$, so that $\lambda_{\min}^{\rm SCF}\ge1$. Evaluating the quotient on the eigenvector of $\Omega$ with eigenvalue $W$ gives $\lambda_{\min}^{\rm SCF}\le1+\|K\|/W$. Hence

$$\frac{1+k/g}{1+\|K\|/W}\le\kappa_{\rm SCF}\le1+\frac{\|K\|}{g},$$

which proves the $1/g$ growth for fixed $k>0$ and bounded $\|K\|$.

For gradient descent we need a lower bound on $m$ that survives $g\to0$. Let the other eigenvalues of $\Omega$ be at least $g_2>0$. Write a unit vector as $X=au+by$, with $y\perp u$ a unit vector, $a\ge0$ and $a^2+b^2=1$. Set $D=\langle X,(\Omega+K)X\rangle$ and $p=\|K^{1/2}X\|$. Then $D\ge g_2b^2+p^2$. The triangle inequality followed by Cauchy–Schwarz gives

$$a\sqrt k\le p+|b|\sqrt{\|K\|}\le\sqrt{1+\frac{\|K\|}{g_2}}\,\sqrt D .$$

Thus $a^2\le D(1+\|K\|/g_2)/k$, while $b^2\le D/g_2$. Adding the two and using $a^2+b^2=1$,

$$m\ge\frac{k\,g_2}{g_2+\|K\|+k}.$$

This bound does not contain $g$. Since $\kappa_{\rm grad}\le(W+\|K\|)/m$, gradient descent stays well conditioned if $W$ is bounded. Physically, the interaction supplies the restoring force that the closing gap no longer supplies. SCF divides that same force by $g$ and overshoots unless it is strongly damped.

**Decoupled transition.** Let $K\ge0$ and $Ku=0$. Because $K$ is symmetric, $u$ separates from all other directions. Gradient descent has the eigenvalue $g$ there, and $\lambda_{\max}(\Omega+K)\ge W$, so $\kappa_{\rm grad}\ge W/g$. SCF has the eigenvalue 1 on $u$, and its other eigenvalues lie between 1 and $1+\|K\|/g_2$. The energy is nearly flat along $u$; diagonalization removes this flatness, whereas a gradient step bounded by the stiffest direction does not.

**Attractive transition.** Let $k<0$. The quotients evaluated on $u$ give

$$m\le g+k,\qquad\lambda_{\min}^{\rm SCF}\le1+\frac kg .$$

Stability thus requires $g>|k|$. This is necessary but not sufficient, since $K$ may couple $u$ to other transitions. As $\Omega$ is invertible, $\Omega+K$ and $\Omega^{-1}(\Omega+K)$ become singular together, with the same null vector. More generally, let $k_-$ be the size of the most negative eigenvalue of $K$, or zero if there is none. With $q=\langle X,\Omega X\rangle$ for unit $X$, the SCF quotient is at least both $m/q$ and $1-k_-/q$. The first falls with $q$, the second does not fall, and they meet at $q=m+k_-$. Hence

$$\lambda_{\min}^{\rm SCF}\ge\frac{m}{m+k_-}.$$

SCF can therefore acquire a small eigenvalue only if $m$ is small compared with $k_-$.

**Several small gaps.** The clean exchange of roles relies on $g_2$ staying open. Suppose $K\ge0$ and several transition energies are at most $g'$. If their span contains a unit vector $z$ with $k_z=\langle z,Kz\rangle>0$ and another vector annihilated by $K$, then $\lambda_{\max}^{\rm SCF}\ge1+k_z/g'$ with $\lambda_{\min}^{\rm SCF}=1$, while $m\le g'$. Both methods then degrade as $g'\to0$, even without attraction.

## Worked example

The example is a density-only (Hartree-type) mean-field model without exchange. It has three singly occupied orbitals on six sites, divided into fragments L (sites 1–3) and R (sites 4–6). Each fragment has the orbitals

$$\phi_1=(\tfrac12,\tfrac1{\sqrt2},\tfrac12),\quad
\phi_2=(\tfrac1{\sqrt2},0,-\tfrac1{\sqrt2}),\quad
\phi_3=(\tfrac12,-\tfrac1{\sqrt2},\tfrac12).$$

The occupied levels are L1, R1 and L2 at $-1.2$, $-1.0$ and 0 hartree. The energy is

$$E=\mathrm{tr}(H_0P)+\tfrac12\sum_{st}\rho_sv_{st}\rho_t,\qquad v_{st}=\frac{U}{1+|s-t|},\quad\rho_s=P_{ss}.$$

For each $g$, $H_0$ is chosen so that $H(P_*)$ has the prescribed orbitals and levels. This holds $P_*$ and, at fixed $U$, $K$ fixed while the gap changes. For $U>0$ the interaction is positive: $1/(1+d)=\int_0^1s^d\,ds$, and the Fourier series of $s^{|n|}$ is $(1-s^2)/(1-2s\cos\theta+s^2)>0$ for $0<s<1$.

For a transition $i\to a$, $u=(\phi_a\phi_i^T+\phi_i\phi_a^T)/\sqrt2$, whose site density is $\sqrt2\,\phi_i\phi_a$. In the "same" case the LUMO is L3, R2 lies at 1.2 hartree and R3 at 1.5 hartree. The density of L2→L3 is $(\tfrac12,0,-\tfrac12)$ on fragment L, so

$$k=U\left(\tfrac14+\tfrac14-2\cdot\tfrac14\cdot\tfrac13\right)=\frac U3=0.333\ \text{hartree}$$

for $U=1$ hartree. In the "other" case L3 and R2 exchange levels. L2 and R2 share no site, the transition density vanishes, and $Ku=0$. This conclusion relies on the density-only energy. Adding the exchange term $-\tfrac12\sum_{st}v_{st}P_{st}^2$ at $U=1$ hartree would give $k=-0.292$ hartree here and $k=-0.417$ hartree in the "same" case, so both transitions would be attractive. Both values violate $g>|k|$ at the gaps tabulated below, so $P_*$ would then not be a minimum there. The positive $k=U/3$ consists of $U/2$ from the on-site term and $-U/6$ from the intersite term; for singly occupied orbitals the on-site term is self-interaction, which exchange cancels. The model therefore illustrates the first two cases but does not represent interacting spinless fermions. In Hartree–Fock or hybrid calculations, $k$ must include exchange.

| Case | $g$ (hartree) | $\kappa_{\rm grad}$ | $\kappa_{\rm SCF}$ |
|---|---:|---:|---:|
| same | 0.1 | 6.55 | 4.34 |
| same | 0.001 | 8.50 | 334 |
| other | 0.1 | 28.3 | 1.33 |
| other | 0.001 | 2834 | 1.35 |

In the same case at $g=0.001$ hartree, $1+k/g=334.3$ already accounts for the largest SCF eigenvalue. The smallest SCF eigenvalue is 1 because $K$ acts through six site densities and must annihilate part of the nine-dimensional tangent space. For gradient descent, $g_2=1.001$ hartree (R1→L3) and $\|K\|=0.378$ hartree give

$$m\ge\frac{0.333\times1.001}{1.001+0.378+0.333}=0.195\ \text{hartree};$$

the computed value is 0.333 hartree.

A small gap does not by itself make gradient descent the faster choice. With the best fixed steps and nonlinear runs started in the slowest modes, and with the error checked after every second step, reduction to $10^{-6}$ of the initial error is registered in the same case after 46 gradient steps and 30 SCF steps at $g=0.1$ hartree. At $g=0.01$ hartree the counts are 58 and 238. For the latter SCF run, $\kappa=34.34$ gives $r=33.34/35.34=0.943$, which the run reproduces. In the other case at this gap the counts are 1958 and 8. These are numbers of steps, not computing times.

With $U=-0.3$ hartree and the levels of the same case, $k=-0.1$ hartree. The computed stability limit is $g=0.10008$ hartree, slightly above $|k|$, as the coupling to other transitions allows. At $g=0.101$ hartree the condition numbers are about 2930 for gradient descent and 110 for SCF. Both have grown, but SCF remains better conditioned in this model.

## Use and limits

To decide which case applies, evaluate $k=\langle u,\nabla^2E(P_*)u\rangle$ for the closing transition (this is not the second derivative of the energy with respect to the angle $\theta$ of the corresponding orbital rotation: that rotation changes $P$ by $\sqrt2\,\theta u$ to first order, so the derivative is $2(g+k)$), and check whether other transitions are also soft and whether $K$ has negative eigenvalues; the first two cases assume that it has none. This is a real restriction, because exchange and exchange-correlation kernels commonly give $K$ negative eigenvalues. The lower bound on $\kappa_{\rm SCF}$ does not use $K\ge0$, so a fixed $k>0$ still makes it grow at least as $1/g$; the upper bound and the gap-independent bound on $m$ do use it, and for indefinite $K$ the value of $m$ has to be computed. For a tangent matrix $X$, the product $(\Omega+K)X$ is the sum of the commutator formula for $\Omega X$ and the projected response $\Pi\,dH$, where $dH=\nabla^2E(P_*)X$. An iterative symmetric eigensolver, restricted to tangent matrices and applied to $\Omega+K$ for gradient descent or to $\Omega^{-1/2}(\Omega+K)\Omega^{-1/2}$ for SCF, can then estimate the extreme eigenvalues and the step.

Undamped SCF, $\beta=1$, is locally unstable when $\lambda_{\max}^{\rm SCF}>2$, for which $k>g$ is sufficient. In the same case at $g=0.1$ hartree the worst error factor is $1-4.34=-3.34$: a small error along the worst mode changes sign and grows at each step until nonlinear terms matter. The best damping there is $\beta=0.375$.

High virtual levels are a separate difficulty for unpreconditioned gradient descent. Raising R3 from 1.5 to 15 hartree in the same case at $g=0.1$ hartree changes $\kappa_{\rm grad}$ from 6.55 to 37.8, while $\kappa_{\rm SCF}$ stays at 4.34. A comparison of gap dependence must therefore hold the upper end of the spectrum fixed or precondition it.

All these rates are local. The expansion of $\Phi$ is controlled when the change of $H$ is small compared with $g$, so the region in which it is guaranteed shrinks as the gap closes. At $g=0$ the filled projector is not unique and $\Omega^{-1}$ does not exist. Fractional occupations, adaptive steps and accelerated mixing change the iteration and need their own Jacobians.

The numerical output also gives finite-difference checks of the energy Hessian and both Jacobians for a separate model with a nonquadratic energy. The largest Jacobian deviation is about $10^{-8}$ in absolute value.

## Values computed for the example and the checks

```
Random nonquadratic model, largest deviations:
 energy Hessian 2.0e-06 hartree
 gradient Jacobian 1.2e-08, SCF Jacobian 5.2e-09
Fragment model, levels in hartree:
 occupied L1, R1, L2: [-1.2, -1.0, 0.0]
 virtual: g, 1.2, 1.5; U = 1.0 or -0.3 hartree
Case same: k = 0.33333, |K| = 0.37840 hartree
 g=1.0   grad: 1.20000 to 2.83348 hartree, cond 2.36
         SCF: 1.00000 to 1.33784, cond 1.338
 g=0.1   grad: 0.43245 to 2.83341 hartree, cond 6.55
         SCF: 1.00000 to 4.33598, cond 4.336
 g=0.01  grad: 0.34249 to 2.83340 hartree, cond 8.27
         SCF: 1.00000 to 34.33588, cond 34.336
 g=0.001 grad: 0.33349 to 2.83340 hartree, cond 8.50
         SCF: 1.00000 to 334.33587, cond 334.336
 gap-independent floor at g=0.001: 0.19482 hartree
Case other: k = 0.00000, |K| = 0.37840 hartree
 g=1.0   grad: 1.00000 to 2.83361 hartree, cond 2.83
         SCF: 1.00000 to 1.28425, cond 1.284
 g=0.1   grad: 0.10000 to 2.83361 hartree, cond 28.34
         SCF: 1.00000 to 1.32907, cond 1.329
 g=0.01  grad: 0.01000 to 2.83361 hartree, cond 283.36
         SCF: 1.00000 to 1.35016, cond 1.350
 g=0.001 grad: 0.00100 to 2.83361 hartree, cond 2833.61
         SCF: 1.00000 to 1.35263, cond 1.353
Case attractive: k = -0.10000, |K| = 0.11352 hartree
 g=1.0   grad: 0.89986 to 2.70000 hartree, cond 3.00
         SCF: 0.89865 to 1.00000, cond 1.113
 g=0.2   grad: 0.09992 to 2.70000 hartree, cond 27.02
         SCF: 0.49917 to 1.00000, cond 2.003
 g=0.11  grad: 0.00992 to 2.70000 hartree, cond 272.18
         SCF: 0.09011 to 1.00000, cond 11.098
 g=0.101 grad: 0.00092 to 2.70000 hartree, cond 2933.66
         SCF: 0.00911 to 1.00000, cond 109.828
Attractive stability limit: g = 0.100080 hartree
Case same, g=0.1, top level raised to 15.0 hartree:
 cond grad 37.77, SCF 4.336
Nonlinear runs: start error 1e-04, reduced by 1e-06
 same g=0.1 grad: beta 0.6124/hartree, rate 0.73517, run 0.73517, 46 steps
 same g=0.1 scf: beta 0.3748, rate 0.62519, run 0.62519, 30 steps
 same g=0.01 grad: beta 0.6297/hartree, rate 0.78432, run 0.78432, 58 steps
 same g=0.01 scf: beta 0.0566, rate 0.94340, run 0.94340, 238 steps
 other g=0.1 grad: beta 0.6818/hartree, rate 0.93182, run 0.93182, 196 steps
 other g=0.1 scf: beta 0.8587, rate 0.14129, run 0.14129, 8 steps
 other g=0.01 grad: beta 0.7033/hartree, rate 0.99297, run 0.99297, 1958 steps
 other g=0.01 scf: beta 0.8510, rate 0.14899, run 0.14899, 8 steps
```
